# Adatom Diffusion on a Square Lattice of Random Traps

## The question

An atom deposited on a crystal surface hops from one adsorption site to the next until it meets a step, an island or another adatom. On a perfect surface every site is equivalent, and one hop rate fixes the diffusion coefficient. Real surfaces are less regular: a foreign atom beneath the top layer, for instance, may bind the adatom more strongly at one site than at the next. The atom then crosses some sites quickly and lingers on others. Which average of the site rates controls its motion over long distances?

Take a square lattice of spacing $a$. From site $i$ the adatom hops to each of its four nearest neighbours at the same rate $k_i$, which differs from site to site but does not change in time. The total escape rate is therefore $\Gamma_i=4k_i$. The answer is

$$
D=\frac{a^2}{\langle 1/k\rangle}=\frac{a^2}{4\langle 1/\Gamma\rangle},
$$

where $\langle\dots\rangle$ is an average over sites, each counted once. The two forms differ by a factor of four in appearance, so it matters which rate is meant; below, $k$ is the rate per neighbour.

Equal exits have a simple energetic meaning. If a hop needs thermal activation, with a common prefactor $\nu$, then $k_i=\nu\exp[-(E_s-\varepsilon_i)/k_BT]$, where $\varepsilon_i$ is the energy of the well and $E_s$ that of the saddle. The four rates out of every site are equal when all saddles have the same height and only the wells differ. Such sites are traps of varying depth.

## Master equation and equilibrium

Let the pattern of rates be a cell of $N=L\times L$ sites, repeated periodically. Inside the cell the rates are arbitrary positive numbers, correlated or not. Let $p_i(t)$ be the probability that the adatom is on site $i$ of any copy of the cell. With $\delta$ running over the four unit steps $(\pm1,0),(0,\pm1)$, gain minus loss gives

$$
\frac{dp_i}{dt}=\sum_\delta\left(k_{i+\delta}\,p_{i+\delta}-k_i\,p_i\right).
$$

The rates enter only through the product $\varphi_i=k_ip_i$. If $\varphi_i$ has the same value $C$ on all sites, every bracket vanishes separately, which is detailed balance. There is no other stationary state. To see this, set the right side to zero, multiply by $\varphi_i$ and sum over $i$. Each bond appears once from either end, and averaging the two ways of naming its ends gives

$$
0=\sum_{i,\delta}\varphi_i(\varphi_{i+\delta}-\varphi_i)
=-\frac12\sum_{i,\delta}(\varphi_{i+\delta}-\varphi_i)^2 .
$$

A sum of squares vanishes only if each term does, so $\varphi$ is constant on the connected lattice. Normalization, $\sum_i C/k_i=1$, fixes $C=1/(N\langle1/k\rangle)$, hence

$$
p_i^{\rm eq}=\frac{1/k_i}{N\langle 1/k\rangle}.
$$

The atom is found most often where it is slowest. It leaves site $i$ at the mean frequency $4k_ip_i^{\rm eq}=4C$, however, which is the same for all sites: deep and shallow sites are visited equally often, and differ in how long each visit lasts.

## First derivation: following one atom

Let $\mathbf R(t)$ be the displacement from the starting point, counted through all copies of the cell without wrapping. A hop $\delta$ changes its square by

$$
|\mathbf R+a\delta|^2-|\mathbf R|^2=2a\,\mathbf R\cdot\delta+a^2 .
$$

From site $i$ each of the four hops occurs at rate $k_i$, so the mean rate of change, given the present site and displacement, is

$$
k_i\sum_\delta\left(2a\,\mathbf R\cdot\delta+a^2\right)
=2ak_i\,\mathbf R\cdot\sum_\delta\delta+4a^2k_i=4a^2k_i .
$$

The cross term vanishes because the four unit steps add to zero. This holds whatever the correlation between $\mathbf R$ and the site the atom has reached. Averaging over all histories,

$$
\frac{d\langle|\mathbf R|^2\rangle}{dt}=4a^2\sum_i k_i\,p_i(t).
$$

Now start the atom in equilibrium. Then $k_ip_i=C$ at all times, the sum is $NC=1/\langle1/k\rangle$, and integration from $\mathbf R=0$ gives

$$
\langle|\mathbf R|^2\rangle=\frac{4a^2}{\langle1/k\rangle}\,t .
$$

In two dimensions $D$ is defined by $\langle|\mathbf R|^2\rangle=4Dt$, which yields the stated result. The law is linear from the first instant, with no transient.

The motion is also isotropic, even if the pattern of rates is not. For $X^2$ alone, the two steps along $x$ contribute $a^2$ each, so $\langle X^2\rangle$ grows at $2a^2\sum_ik_ip_i$, and $\langle Y^2\rangle$ does the same. The product $XY$ changes by $aX\delta_y+aY\delta_x$, because no step has both components; this sums to zero over the four steps.

### An atom that does not start in equilibrium

Suppose that deposition drops atoms on all sites with equal probability, $p_i(0)=1/N$, and not with the weights $1/k_i$. Define the running coefficient $D(t)=\frac14\,d\langle|\mathbf R|^2\rangle/dt=a^2\sum_ik_ip_i(t)$. It starts at $a^2\langle k\rangle$, the arithmetic mean.

To follow it, write $p_i=u_i/\sqrt{k_i}$. Inserting this in the master equation and multiplying by $\sqrt{k_i}$ gives

$$
\frac{du_i}{dt}=\sqrt{k_i}\sum_\delta\left(\sqrt{k_{i+\delta}}\,u_{i+\delta}-\sqrt{k_i}\,u_i\right).
$$

The matrix on the right is symmetric. By the sum of squares above, now with $\varphi_i=\sqrt{k_i}u_i$, it has no positive eigenvalue and a single zero one. Call its eigenvalues $-\lambda_n$ and its orthonormal eigenvectors $v_n$, and let $s_i=\sqrt{k_i}$. The initial vector is $u(0)=s/N$, and $\sum_ik_ip_i=s\cdot u$, so

$$
D(t)=\frac{a^2}{N}\sum_n (v_n\cdot s)^2e^{-\lambda_nt}.
$$

All weights are non-negative, so $D(t)$ never rises. The zero mode has constant $\sqrt{k_i}\,v_{0,i}$, that is $v_{0,i}=k_i^{-1/2}/\sqrt{N\langle1/k\rangle}$. Then $v_0\cdot s=N/\sqrt{N\langle1/k\rangle}$, and its term is $a^2/\langle1/k\rangle$. The running coefficient thus falls from the arithmetic to the harmonic mean, as atoms that landed evenly collect in the deep sites. Any other start also relaxes to $p^{\rm eq}$, since all modes but one decay. In a finite cell $D$ is therefore the long-time coefficient for every start.

## Second derivation: a steady current

Now consider many adatoms, so dilute that they do not influence one another, and ask for the coefficient in Fick's law. Let $n_i$ be the mean number of adatoms on site $i$ and redefine $\varphi_i=k_in_i$. The net flow from $i$ to its neighbour $i+\delta$ is

$$
J_{i\to i+\delta}=k_in_i-k_{i+\delta}n_{i+\delta}=\varphi_i-\varphi_{i+\delta}.
$$

Written in $\varphi$, the flow contains no trace of the disorder.

Take a slab that is periodic along $y$, with $\varphi$ held at a high value on its left edge and a low value on its right edge. In the steady state no site gains or loses atoms, so $\sum_\delta(\varphi_{i+\delta}-\varphi_i)=0$ inside. A linear ramp that falls by $\gamma$ per column,

$$
\varphi(x,y)=\varphi(0)-\gamma x ,
$$

with $x$ counting columns, satisfies this, since the changes to left and right cancel and there is none along $y$. It is the only solution: the difference of two solutions vanishes on both edges, and multiplying its equation at each inner site by the difference there, and summing, again gives a vanishing sum of squares over bonds. The difference is then constant, and so zero.

The current is $\gamma$ atoms per unit time in each row. Rows are $a$ apart, so the current per unit length is $j=\gamma/a$.

The density $n_i=\varphi_i/k_i$ is jagged, because it follows the traps. Fick's law concerns the density averaged over a whole cell, $\bar n=N^{-1}\sum_i\varphi_i/k_i$. Move from one cell to the next, $L$ columns to the right. The rates repeat and every $\varphi_i$ is lower by $\gamma L$, so

$$
\Delta\bar n=-\frac1N\sum_i\frac{\gamma L}{k_i}=-\gamma L\,\langle1/k\rangle .
$$

Each site has area $a^2$, so the density per area is $c=\bar n/a^2$. The cells are $La$ apart, and the gradient is

$$
\frac{\Delta c}{La}=-\frac{\gamma\langle1/k\rangle}{a^3}.
$$

Inserting this in $j=-D\,\Delta c/(La)$ gives $\gamma/a=D\gamma\langle1/k\rangle/a^3$, and therefore $D=a^2/\langle1/k\rangle$ again. Here the mean of $1/k$ measures storage: for a given $\varphi$, slow sites hold more atoms, and a given current then goes with a steeper density.

## What each derivation assumes

The first derivation treats one atom and needs an initial state. With equilibrium weights it gives a statement for every time; with other weights it gives a limit. It needs no density gradient and no coarse averaging. The second treats a population driven out of equilibrium by its edges. It needs no initial state, but it does need independent atoms, a steady current and an average over whole cells. For independent atoms the spreading of one and the flow of many have the same coefficient. Neither derivation covers adatoms that block or attract each other.

Both rest on equal exits, but use them differently. Suppose the rate from $i$ to $j$ is $W_{ij}/g_i$, with $W_{ij}=W_{ji}$ set by the saddle and $g_i$ by the well. Detailed balance still holds, with $p_i\propto g_i$. In the first derivation, however, the four hops in general no longer average to zero at each site, and the cross term with $\mathbf R$ can survive. In the second, the flow becomes $W_{ij}(\varphi_i-\varphi_j)$ with $\varphi_i=n_i/g_i$, and the ramp is in general no longer a solution. The atoms prefer the easy bonds, and finding $D$ requires solving for $\varphi$ on the whole cell. The coefficient may now also depend on direction. For motion along $x$, the averaging over cells gives $D=a^2W_{\rm eff}/\langle g\rangle$, where $W_{\rm eff}$ is the mean current per row for a unit mean drop of $\varphi$ per column.

These statements were tested on small cells with $a=1$ and dimensionless rates. For a random $6\times6$ cell, $1/\langle1/k\rangle=0.708176$. The steady current gives the same six digits. So does the decay of long density waves along $x$, $y$ and the diagonal; by Fick's law and conservation of atoms, a wave of wavenumber $q$ decays at rate $Dq^2$. For stripes with rates 1, 1, 0.1, 3, 0.3 and 1, the formula gives 0.36, and the waves give 0.360000 both across and along the stripes. A cell with unequal exits has a true $D$ along $x$ of 0.7083, whereas inserting the average of the four exit rates for $k_i$ gives 1.0164, which is 43.5% too high. (This cell has the wells $g_i=1/k_i$ of the first one, and its $W_{ij}$ are drawn so that $W$ and $1/W$ are equally likely. On a square lattice $W_{\rm eff}$ then scatters around 1 from cell to cell; only the closeness of the agreement with 0.708176 is chance.)

On a further cell, again with equal exits, with $\langle k\rangle=1.3065$ and $1/\langle1/k\rangle=0.853824$, displacements were propagated on a large open lattice. With an equilibrium start, $\langle|\mathbf R|^2\rangle/4t$ is 0.853824 at times 0.2, 1 and 4. After uniform landing, $D(t)$ at these times is 1.031, 0.907 and 0.858, falling as derived.

For an infinite random lattice, let the cell grow. The equilibrium law holds for every cell size and time, so the result carries over when the site average tends to a finite mean of the distribution. If very slow sites are so common that $\langle1/k\rangle$ grows without bound, the coefficient of the cells tends to zero, and ordinary diffusion with a positive $D$ is lost.

## Two kinds of site

Let a fraction $c_t$ of the sites be deeper by $\Delta$, with all saddles and prefactors unchanged. Normal sites have rate $k_0=\nu e^{-E_0/k_BT}$ and traps $k_0/g$, with $g=e^{\Delta/k_BT}$. Then

$$
\langle1/k\rangle=\frac{1-c_t+c_tg}{k_0},\qquad
D=\frac{a^2k_0}{1-c_t+c_tg}.
$$

The equilibrium share of time spent in traps is $f=c_tg/(1-c_t+c_tg)$. With $\beta=1/k_BT$ and $\nu$ independent of temperature, the activation energy is

$$
-\frac{d\ln D}{d\beta}=E_0+\frac{c_t\Delta\,e^{\beta\Delta}}{1-c_t+c_te^{\beta\Delta}}=E_0+f\Delta .
$$

At low temperature $f\to1$ and the full trap depth is added. For $k_BT\gg\Delta$, $f\to c_t$. An Arrhenius plot is therefore curved.

For numbers, take $a=0.26$ nm, $E_0=0.50$ eV and $\nu=10^{12}$ s$^{-1}$ per neighbour, rough values in the regime of a copper adatom on Cu(100). Add a chosen disorder, $c_t=0.10$ and $\Delta=0.10$ eV. At 300 K, $k_BT=0.02585$ eV and $g=47.85$. The rates are $k_0=3984.5$ s$^{-1}$ and $83.3$ s$^{-1}$ in the traps. The slowing factor is $0.90+0.10\times47.85=5.685$, so

$$
\langle1/k\rangle=\frac{5.685}{3984.5\ {\rm s}^{-1}}=1.427\times10^{-3}\ {\rm s},
\qquad
D=\frac{(0.26\ {\rm nm})^2}{1.427\times10^{-3}\ {\rm s}}=47.4\ {\rm nm^2/s},
$$

or $4.74\times10^{-13}$ cm$^2$/s. Without traps $D$ would be 269 nm$^2$/s. The arithmetic mean $a^2\langle k\rangle$ is 243 nm$^2$/s and hardly registers the traps. The atom spends $f=4.785/5.685=84\%$ of its time in one tenth of the sites, and the activation energy is $0.50+0.842\times0.10=0.584$ eV. It falls from 0.592 eV at 250 K to 0.567 eV at 400 K.

The equilibrium value is useful in growth if the landing transient is short. The time $\ell^2/4D$ to travel $\ell=10$ nm is $100/(4\times47.37)=0.53$ s. In one random arrangement each of $20\times20$ and $40\times40$ sites, $D(t)$ comes within 10% of $D$ after 4.3 and 7.2 ms. At 0.53 s the mean squared displacement exceeds $4Dt$ by 0.8% and 1.3%. These are single arrangements, in cells no wider than the distance travelled, and they are not converged in cell size. Averaged over arrangements, the excess grows from about 0.85% for $20\times20$ sites through 1.0% and 1.2% to about 1.3% for $160\times160$, with a spread of about 0.1 percentage points between arrangements, and the average time to come within 10% lies between about 4.7 and 5.7 ms. In the largest of these cells $D(t)$ is still about 0.1% above $D$ at 0.53 s, a slow tail that the small periodic cells cut off. In every case the transient is much shorter than the travel time.

## The model beside a real surface

The lattice spacing is that of Cu(100), rounded up from 0.256 nm, which by itself raises $D$ by about 3.5%; but the barrier is only a rough value, and $D$ is very sensitive to it. A barrier lower by 0.10 eV would raise $D$ at 300 K by a factor $e^{0.10\,{\rm eV}/k_BT}=47.85$. A prefactor several times larger would raise it further, so the absolute values of $D$ above may be wrong by two powers of ten or more for real copper. The slowing factor 5.685 depends on neither, only on the trap share, the trap depth and the temperature. The trap share and depth are model choices, not properties of a particular alloy. The assumption of equal saddles is also open to doubt, since whatever deepens a well may lower the saddles around it. Suppose each saddle drops by half the mean well shift of its two ends, a rough choice, with the wells held fixed. The saddle between a normal site and a trap is then 0.025 eV lower. Solving for $\varphi$ numerically raises $D$ by 22.8% for both cell sizes, with a standard error of about 0.1 percentage points, to about 58 nm$^2$/s.

The other estimates are smaller:

- If a share $s$ of the hops covers two spacings, the mean squared hop length becomes $(1-s)a^2+4sa^2$. For a rough $s=0.01$, $D$ rises by 3%.
- Exchange with a surface atom can move the adatom diagonally. Four such hops of squared length $2a^2$, at rate $rk_i$ each, add $8ra^2k_i$ to $4a^2k_i$, a relative gain of $2r$. With the same prefactor and a barrier assumed to be higher by 0.20 eV, this is 0.09%. The figure rests on the assumed difference: with 0.10 eV it would be $2/47.85=4.2\%$.
- Tunnelling, from the leading Wigner correction $(h\nu/k_BT)^2/24$ with $\nu$ taken as the barrier frequency, adds about 0.1%; a barrier frequency twice as high would give 0.4%.
- At a coverage of 0.001 monolayer, a trap already holds an atom with probability $0.001\times47.85/5.685=0.8\%$. Independence is then a fair approximation as far as site blocking goes, but it worsens as coverage grows: at 0.01 monolayer a trap is already filled about 8% of the time.

Steps and islands, which capture adatoms, lie outside the model; $D$ describes the motion on the terrace between them. The full set of values is in the numerical output below.

## Computed values

```
TESTS (a = 1, dimensionless rates)
random 6x6 cell, 1/<1/k>: 0.708176
  D from waves along x, y, diagonal: 0.708176 0.708176 0.708176
  D from steady current: 0.708176
striped cell, 1/<1/k>: 0.360000
  D across, along stripes: 0.360000 0.360000
open lattice, 1/<1/k>: 0.853824; <k>: 1.306512
  <r^2>/4t, equilibrium start, t=0.2,1,4: 0.853824 0.853824 0.853824
  D(t), uniform start, t=0.2,1,4: 1.030748 0.907009 0.857776
unequal exits: true D 0.7083, formula 1.0164
EXAMPLE INPUTS (rough Cu(100) regime; chosen traps)
spacing 0.26 nm; normal barrier 0.50 eV
prefactor per neighbour 1.0e+12 1/s
trap share 0.10; extra depth 0.10 eV; T 300 K
EXAMPLE RESULTS
thermal energy kB T: 0.02585 eV
k normal site: 3984.5 1/s; k trap: 83.26 1/s
weight ratio g: 47.85; slowing factor: 5.685
<1/k>: 1.4269e-03 s
D without traps: 269.3 nm^2/s
D with traps: 47.37 nm^2/s = 4.737e-13 cm^2/s
D from wave on 10x10 cell: 47.37 nm^2/s
a^2<k>, value just after uniform landing: 243.0 nm^2/s
share of time in traps: 0.8417
activation energy: 0.5842 eV; from slope 0.5842 eV
  T 250 K: D 4.993e-01 nm^2/s, activation 0.5920 eV
  T 300 K: D 4.737e+01 nm^2/s, activation 0.5842 eV
  T 350 K: D 1.168e+03 nm^2/s, activation 0.5754 eV
  T 400 K: D 1.247e+04 nm^2/s, activation 0.5669 eV
LANDING TRANSIENT
time to travel 10 nm at D: 0.528 s
  cell 20: D(t) within 10% after 4.33 ms; <r^2> excess at travel time 0.79 %
  cell 40: D(t) within 10% after 7.21 ms; <r^2> excess at travel time 1.31 %
NEGLECTED EFFECTS AT 300 K (change of D unless stated)
saddles follow wells by factor 0.5 (rough):
  cell 20: +22.82 % (standard error 0.11 %)
  cell 40: +22.82 % (standard error 0.10 %)
double jumps, share 0.01 (rough): +3.0 %
exchange, 0.20 eV higher (rough): +0.087 %
tunnelling, Wigner estimate: +0.107 %
chance a trap is filled at 0.001 monolayer: 0.84 %
```
